# Equilibrium Hollow-Core Radius of a Screw Dislocation

## Result

A straight screw dislocation of Burgers length \(b\), lying along the axis of a long cylindrical crystal, has its lowest energy with respect to the radius of a coaxial hole at

\[
r_F=\frac{\mu b^2}{8\pi^2\gamma}. \tag{1}
\]

Here \(\mu\) is the shear modulus for shear parallel to the axis on planes containing it, and \(\gamma\) is the energy per area of the hole wall. The radius \(r_F\) is called the Frank radius. Equation (1) assumes linear elasticity, isotropic \(\gamma\), fixed \(b\), and a crystal in equilibrium with its surroundings.

Equation (1) gives the size of a hollow core but does not by itself show that the core is hollow. If the filled core is described by an effective cut-off radius \(r_0\), the hollow core has the lower energy only when

\[
r_F>e\,r_0,\qquad e=2.718\ldots \tag{2}
\]

An implementation should evaluate both the radius (1) and the condition (2).

## Displacement field

Let \(z\) be the dislocation axis, \(s\) the distance from it and \(\theta\) the polar angle. The crystal fills \(r<s<R\), where \(r\) is the hole radius. The ends are at first held against rotation about the axis. The displacement is along \(z\):

\[
u_z=\frac{b\,\theta}{2\pi}.
\]

It grows by \(b\) in one circuit, as the Burgers condition requires. The shear strains are

\[
\frac1s\frac{\partial u_z}{\partial\theta}=\frac{b}{2\pi s},
\qquad \frac{\partial u_z}{\partial s}=0 .
\]

Force balance for such a displacement is \(\mu\nabla^2u_z=0\). It holds because \(u_z\) is linear in \(\theta\) and independent of \(s\). The traction on a wall \(s=\text{const}\) is \(\mu\,\partial u_z/\partial s=0\), so both walls are free of load. Widening the hole therefore removes strained material without changing the strain in what remains.

This field also has the least energy among axial displacements independent of \(z\) with the same \(b\). Any competitor is \(u_z+v\), with \(v\) single-valued, and its energy per length is

\[
\frac{\mu}{2}\int|\nabla u_z|^2dA+\mu\int\nabla u_z\cdot\nabla v\,dA
+\frac{\mu}{2}\int|\nabla v|^2dA .
\]

In the middle term \(\nabla u_z\cdot\nabla v=(b/2\pi s^2)\,\partial v/\partial\theta\). Its integral over a full circle vanishes because \(v\) returns to its starting value. The last term cannot be negative.

In a hexagonal crystal with the dislocation along the \(c\) axis, both axial shears have the modulus \(C_{44}\). The derivation then holds with \(\mu=C_{44}\), and no averaging of elastic constants is needed.

## Energy and its minimum

The strain-energy density is half the modulus times the squared shear strain:

\[
w(s)=\frac{\mu}{2}\left(\frac{b}{2\pi s}\right)^2
=\frac{\mu b^2}{8\pi^2s^2}.
\]

Integration over rings of area \(2\pi s\,ds\) gives the strain energy per length,

\[
\int_r^R\frac{\mu b^2}{8\pi^2s^2}\,2\pi s\,ds
=K\ln\frac Rr,\qquad K=\frac{\mu b^2}{4\pi}.
\]

The wall has area \(2\pi r\) per length. The energy of the outer surface does not depend on \(r\) and is omitted. Hence

\[
E(r)=K\ln\frac Rr+2\pi r\gamma, \tag{3}
\]

\[
E'(r)=-\frac Kr+2\pi\gamma .
\]

Setting \(E'=0\) gives \(r=K/(2\pi\gamma)\), which is equation (1). With \(K=2\pi\gamma r_F\), the slope becomes

\[
E'(r)=2\pi\gamma\left(1-\frac{r_F}{r}\right).
\]

It is negative below \(r_F\) and positive above it, so this is the single minimum of (3), provided \(r_F<R\). The curvature there is \(E''(r_F)=K/r_F^2\).

The balance can also be read at the wall. Moving the wall outward by \(dr\) removes strain energy \(2\pi r\,w(r)\,dr\) and adds wall energy \(2\pi\gamma\,dr\). These are equal when \(w(r)=\gamma/r\): the strain-energy density at the wall equals the capillary pressure.

At the minimum the wall energy is \(2\pi r_F\gamma=K\), whatever the value of \(\gamma\). The total is

\[
E_{\rm hollow}=K\left(\ln\frac{R}{r_F}+1\right). \tag{4}
\]

The outer radius affects this energy but not \(r_F\), because \(\ln R\) is an additive constant in (3).

## Hollow or filled core

Linear elasticity fails near the axis of a filled dislocation. Its total energy, including the atomic core, can still be written

\[
E_{\rm filled}=K\ln\frac{R}{r_0},
\]

which defines \(r_0\). Subtracting (4) gives

\[
E_{\rm filled}-E_{\rm hollow}
=K\left(\ln\frac{r_F}{r_0}-1\right).
\]

The difference is positive when \(r_F>e r_0\), which proves (2). The factor \(e\) comes from the wall energy \(K\), which the hollow core must pay for.

Write \(r_0=\chi b\), with \(\chi\) a number that depends on core structure. Inserting (1) into (2) and cancelling one factor of \(b\) gives

\[
b>b_*=\frac{8\pi^2e\,\chi\,\gamma}{\mu}. \tag{5}
\]

Large Burgers lengths favour hollow cores because \(r_F\) grows as \(b^2\), while \(r_0\) grows as \(b\) at fixed \(\chi\). For small \(b\), equation (1) still returns a positive number, but that number may be smaller than an atom and then describes no hole.

The comparison holds \(b\) fixed. Since \(K\) varies as \(b^2\), a dislocation with \(b=nc\), where \(c\) is the unit Burgers length, may lower its energy by splitting into \(n\) unit screws. Equation (1) does not exclude this.

## Supersaturated and undersaturated surroundings

During growth the crystal is not in equilibrium with the ambient phase. Let \(S\) be the supersaturation ratio, defined so that adding one formula unit to the crystal releases \(kT\ln S\). Let \(\Omega\) be the volume of that unit. A hole leaves a volume \(\pi r^2\) per length uncrystallized, at a cost per volume

\[
g=\frac{kT\ln S}{\Omega}.
\]

The ambient inside the hole is taken to be the same as outside. Then

\[
E(r)=K\ln\frac Rr+2\pi r\gamma+\pi r^2g,
\]

\[
E'(r)=-\frac Kr+2\pi\gamma+2\pi gr .
\]

Divide \(E'=0\) by \(2\pi\gamma\), and define \(x=r/r_F\) and \(\eta=g r_F/\gamma\):

\[
\frac1x=1+\eta x
\quad\Longrightarrow\quad
\eta x^2+x-1=0 .
\]

The root that tends to 1 as \(\eta\to0\) is

\[
x=\frac{-1+\sqrt{1+4\eta}}{2\eta}
=\frac{2}{1+\sqrt{1+4\eta}} . \tag{6}
\]

The second form follows on multiplying numerator and denominator by \(1+\sqrt{1+4\eta}\). It is the one to code, since it has no division by zero at \(\eta=0\) and no cancellation nearby.

There are three regimes.

- **Supersaturation, \(\eta>0\).** The hole shrinks. For small \(\eta\), \(x\approx1-\eta\). For \(\eta\gg1\), \(x\approx\eta^{-1/2}\), so \(r\approx\sqrt{K/(2\pi g)}\). In this limit the wall energy has dropped out of the radial balance. Equation (6) is, however, a minimum only among round holes. For an ellipse with semi-axes \(\rho(1\pm a)\) and small \(a\), the strain energy is that of a circle of radius \(\rho\) (next section), the perimeter is \(2\pi\rho(1+a^2/4)\) and the area is \(\pi\rho^2(1-a^2)\). The energy changes by \(\pi\rho a^2(\gamma/2-g\rho)\), so the round hole is unstable to flattening when \(\eta x>1/2\), that is for \(x<2/3\) or \(\eta>3/4\). Equation (6) should be used only for \(\eta<3/4\), and its large-\(\eta\) form does not describe a stable hole.
- **Weak undersaturation, \(-1/4<\eta<0\).** There are two positive roots. The derivative of \(1+\eta x-1/x\) is \(\eta+1/x^2\). At a root \(\eta=(1-x)/x^2\), so this derivative equals \((2-x)/x^2\). The root with \(x<2\) is a minimum and the one with \(x>2\) a maximum. In a sufficiently wide crystal the hole is metastable behind an energy barrier. For very small \(|\eta|\) the maximum lies near \(r=r_F/|\eta|\), which may exceed \(R\); there is then no maximum inside the crystal, and the energy rises from the minimum all the way to \(R\).
- **Strong undersaturation, \(\eta<-1/4\).** The quadratic has no real root and is negative for every \(x\). The energy falls steadily with \(r\), and the hole opens without limit in this model.

At the boundary \(\eta=-1/4\) the two roots merge at \(r=2r_F\). The corresponding driving force is

\[
g_*=-\frac{\gamma}{4r_F}. \tag{7}
\]

## Holes that are not round

Let the hole have any simply connected cross-section, small compared with \(R\). With complex coordinate \(\zeta=x_1+ix_2\) in the plane, its exterior is the image of \(|q|>1\) under a conformal map

\[
\zeta=f(q)=\rho\left(q+\frac{a_1}{q}+\frac{a_2}{q^2}+\cdots\right).
\]

The length \(\rho\) is the conformal radius. The origin has been chosen to remove the constant term.

The displacement \(u_z=(b/2\pi)\arg q\) is harmonic and has jump \(b\). Its normal derivative vanishes on the hole wall, because it does so on \(|q|=1\) and the map preserves angles. The integral of \(|\nabla u_z|^2\) is unchanged by a conformal map. The circle \(|\zeta|=R\) corresponds to \(|q|=R/\rho\) at leading order in \(\rho/R\). The strain energy is therefore \(K\ln(R/\rho)\).

The perimeter obeys

\[
P=\int_0^{2\pi}|f'(e^{i\theta})|\,d\theta
\ge\left|\int_0^{2\pi}f'(e^{i\theta})\,d\theta\right|=2\pi\rho ,
\]

since every term of \(f'\) except the constant \(\rho\) averages to zero. A circle attains the bound. For isotropic \(\gamma\), no other shape has lower energy at the same \(\rho\), which justifies the round hole in (1). The argument holds for \(g=0\); under supersaturation the area term favours flattened shapes, as shown above.

For a prescribed shape, let \(\kappa=P/(2\pi\rho)\) and let \(\gamma_f\) be its wall energy per area. Minimizing \(K\ln(R/\rho)+2\pi\kappa\gamma_f\rho\) gives

\[
\rho=\frac{K}{2\pi\kappa\gamma_f},\qquad P=\frac{K}{\gamma_f}. \tag{8}
\]

If \(\gamma_f=\gamma\), the equilibrium perimeter is \(2\pi r_F\) for every shape.

For a regular hexagon \(f'(q)=\rho(1-q^{-6})^{1/3}\). To see this, take \(0<\theta<\pi/3\), where

\[
1-e^{-6i\theta}=2\sin(3\theta)\,e^{i(\pi/2-3\theta)} .
\]

The tangent \(d\zeta/d\theta=ie^{i\theta}f'\) then has direction \(\pi/2+\theta+(\pi/2-3\theta)/3=2\pi/3\). This is constant, so the side is straight. At the end of each interval the phase of \(1-e^{-6i\theta}\) jumps by \(\pi\), which turns the tangent by \(\pi/3\), the corner of a hexagon. Hence \(\kappa\) is the mean of \(|2\sin3\theta|^{1/3}\), and numerical quadrature gives \(\kappa=1.0375\).

At equal wall energy the hexagon costs \(K\ln\kappa\) more than the circle. By (8), it becomes favourable when its \(\rho\) exceeds \(r_F\), that is, when \(\gamma_f<\gamma/\kappa=0.964\,\gamma\). A reduction of about 4% in wall energy on the facets is enough.

## Worked example: a triple screw in 4H-SiC

The inputs are rough typical values for a \(c\)-axis screw during epitaxy: \(\mu=160\) GPa, \(\gamma=2.0\) J/m², \(c=1.0\) nm, \(T=1900\) K and \(\Omega=0.021\) nm³ per Si–C pair. The main case has \(b=3c=3.0\) nm and \(R=1000\) nm.

The ratio \(\gamma/\mu\) is a length, \(0.0125\) nm, so

\[
r_F=\frac{(3.0\ \text{nm})^2}{8\pi^2(0.0125\ \text{nm})}=9.12\ \text{nm},
\]

a hole about 18 nm across. The energy scale is \(K=715\) eV/nm. Equation (4) gives

\[
E_{\rm hollow}=715\,(\ln 109.7+1)=4075\ \text{eV/nm}.
\]

The filled core has 5146 eV/nm for \(\chi=0.25\) and 4651 eV/nm for \(\chi=0.5\). The hollow core is lower for both trial cut-offs.

Other multiples of \(c\), with the same material values, give:

| \(b\) (nm) | \(r_F\) (nm) | \(e r_0\) (nm), \(\chi=0.25\) to \(0.5\) |
|---|---|---|
| 1.0 | 1.01 | 0.68 to 1.36 |
| 2.0 | 4.05 | 1.36 to 2.72 |
| 3.0 | 9.12 | 2.04 to 4.08 |
| 4.0 | 16.2 | 2.72 to 5.44 |

The threshold (5) lies between 0.67 and 1.34 nm. The unit screw falls inside this interval, so the model does not decide whether its core is hollow. From \(b=2c\) upward the model favours the hollow core throughout the assumed range of \(\chi\). With such rough inputs, this does not settle whether a given screw in a real crystal is hollow.

Splitting can be estimated by giving each of three unit screws the energy \((K/9)\ln(R/0.25c)\) and neglecting their interaction, which is reasonable only for spacings comparable with \(R\). The sum is 1977 eV/nm, less than half of \(E_{\rm hollow}\). At a mutual spacing \(d\ll R\) near the axis, each of the three pairs adds \(2(K/9)\ln(R/d)\); the total is then 3075 eV/nm at \(d=100\) nm and falls below \(E_{\rm hollow}\) for \(d\) above about 12 nm. The hollow triple screw is thus a minimum with respect to hole radius at fixed \(b\), not the lowest state of the crystal. The model does not give the barrier to splitting.

## Size of the neglected effects

**Supersaturation.** At 1900 K, \(kT=0.1637\) eV. For \(S=1.10\), \(g=0.1637\ln(1.10)/0.021=0.743\) eV/nm³. Equation (7) gives \(g_*=-0.342\) eV/nm³, so \(\gamma/r_F=4|g_*|=1.37\) eV/nm³ and \(\eta=0.743/1.37=0.54\). Equation (6) then yields \(r=6.56\) nm, a change of −28% relative to \(r_F\). For \(S=1.01\) the change is −5%. The limit \(\eta=3/4\), beyond which the round hole is unstable to flattening, is reached at \(S\approx1.14\). On the other side, \(S=\exp(g_*\Omega/kT)\) shows that an undersaturation of 4.3% removes the minimum.

**Facets.** At equal wall energy the hexagon has side \(2\pi r_F/6=9.55\) nm. A circle of the same area has radius 8.68 nm, about 5% below \(r_F\). The energy excess is about 26 eV/nm.

**Free ends.** A cylinder free to rotate lowers its energy by a twist \(\alpha\) per length, which changes the shear strain to \(b/(2\pi s)+\alpha s\). Integrating half the modulus times its square adds to the energy

\[
\frac{\mu}{2}\left[\alpha b(R^2-r^2)+\frac{\pi\alpha^2}{2}(R^4-r^4)\right].
\]

The minimum is at \(\alpha=-b/[\pi(R^2+r^2)]\), where the added energy is \(-K(R^2-r^2)/(R^2+r^2)\). Its derivative with respect to \(r\) is \(4KrR^2/(R^2+r^2)^2\approx4Kr/R^2\). Adding this to \(E'\) and dividing by \(2\pi\gamma=K/r_F\) gives \(r_F/r\approx1+4rr_F/R^2\). The relative shift is \(-4r_F^2/R^2\) at leading order, or −0.03% here. A layer bonded to a substrate is not free to twist in this way.

**Nonlinear elasticity.** The wall strain is \(b/(2\pi r_F)=4\pi\gamma/(\mu b)=0.052\). In an isotropic solid the energy density is even in this shear, so the first relative correction is the squared strain, 0.27%, times a material coefficient not computed here. For the unit screw the wall strain is 0.157, and linear elasticity is less secure.

**Thermal fluctuation.** Let a segment of length \(l\) change radius as a whole. Equipartition gives \(\tfrac12 l(K/r_F^2)\langle\delta r^2\rangle=\tfrac12kT\), so the relative root-mean-square change is \(\sqrt{kT/(Kl)}\). For \(l=r_F\) this is 0.5%, an upper estimate, since the energy cost of varying the radius along the axis is left out and is not small at this length.

## Use for real crystals

Hollow-core screws with Burgers lengths of several \(c\) are known in silicon carbide as micropipes. Their diameters range roughly from tens of nanometres to micrometres, so the 18 nm found here is at or below the small end. With the inputs used here, equation (1) would require \(b\approx22c\) for a diameter of 1 µm. It therefore does not account for micrometre-wide pipes with Burgers lengths of only several \(c\); within this model, a diameter of 1 µm at \(b=5c\) would need an effective wall energy of about 0.1 J/m², or an undersaturation in which the hole widens without reaching a stable size. Weak undersaturation alone is not enough, since a stable hole never exceeds \(2r_F\) in radius. Causes outside the model are not excluded. Equation (1) also assumes equilibrium with the ambient, which does not hold during growth. In the example, 10% supersaturation narrows the hole by 28%, while an undersaturation above 4.3% lets it widen without a stable limit. These supersaturations are illustrative, and the value inside a deep, narrow hole may differ from that at the outer surface. The wall energy is also uncertain, since it depends on facet orientation and on the gas in contact with the wall. For small changes, equation (1) gives

\[
\frac{\delta r_F}{r_F}=\frac{\delta\mu}{\mu}+2\frac{\delta b}{b}-\frac{\delta\gamma}{\gamma}.
\]

Thermal softening of \(\mu\) by a few per cent therefore lowers \(r_F\) by the same percentage at fixed \(\gamma\). An error of a factor of two in \(\gamma\) changes \(r_F\) by a factor of two. A value of \(\gamma\) inferred from a measured radius through (1) is meaningful only if the hole was near equilibrium when its size was set.
